# Absolute Thermopower from Thomson Data with a Superconducting Anchor

## Result

Let $S(T)$ be the absolute Seebeck coefficient of a wire and $\mu=T\,dS/dT$ its Thomson coefficient. A superconducting reference gives $S$ at a temperature $T_0$ below its transition. Above $T_0$,

$$S(T)=S(T_0)+\int_{T_0}^{T}\frac{\mu(T')}{T'}\,dT' .\tag{1}$$

The integrand is $\mu/T$, not $\mu$. Each value of $\mu$ comes from the midpoint temperature of a wire carrying a current in both directions:

$$\mu=-\frac{V}{\Delta T}\,\frac{o}{e}\,\frac{1}{1+e/(6T)} .\tag{2}$$

Here $\Delta T$ is the hot-end minus cold-end temperature, and $V$ is the current times the low-current resistance. The midpoint changes by $e\pm o$ for currents $\pm I$; positive current runs from cold to hot.

To first order, independent reading noise, a common fractional error $g$ of $\mu$, a temperature-scale error and an anchor error give

$$u^2(S)=u_{\rm noise}^2+u_g^2\,[S(T)-S(T_0)]^2+u_{\rm scale}^2+u_{\rm anchor}^2 .\tag{3}$$

In the example below, carried from 80 K to 300 K, the second term supplies 94 % of the variance.

The wire is uniform and isotropic, in steady state and without magnetic field, and its end temperatures are fixed. In the base model its thermal conductivity $\kappa$ is constant, its resistivity $\rho$ obeys $\rho\kappa=L_0T$ with Lorenz number $L_0$, and no heat leaves its side.

## Why the integral gives S

Let $J$ be the current density, $q$ the heat flux and $E$ the electrochemical field. The entropy production is $q\,\partial_x(1/T)+JE/T$, so the linear laws are

$$J=L_{11}\frac ET+L_{12}\,\partial_x\frac1T,\qquad q=L_{21}\frac ET+L_{22}\,\partial_x\frac1T .$$

For $J=0$ they give $E=[L_{12}/(TL_{11})]\,\partial_xT$, hence $S=L_{12}/(TL_{11})$. At uniform temperature, $q/J=L_{21}/L_{11}$. Onsager reciprocity, $L_{12}=L_{21}$, makes this Peltier coefficient equal to $TS$. Therefore

$$E=\rho J+S\,\partial_xT,\qquad q=STJ-\kappa\,\partial_xT .$$

In steady state the electrical power feeds the heat flux, $\partial_xq=JE$:

$$JS\,\partial_xT+JT\frac{dS}{dT}\partial_xT-\partial_x(\kappa\,\partial_xT)=\rho J^2+JS\,\partial_xT .$$

The terms $JS\,\partial_xT$ cancel, leaving

$$\partial_x(\kappa\,\partial_xT)+\rho J^2-\mu J\,\partial_xT=0,\qquad \mu=T\frac{dS}{dT}.\tag{4}$$

Dividing $\mu$ by $T$ and integrating gives (1). A positive $\mu$ means that the wire absorbs heat when current flows toward the hot end.

The constant of integration needs the anchor. In a superconductor an electrochemical gradient would accelerate the supercurrent, so in steady state $E=0$ even along a temperature gradient, and $S=0$. In a wire/superconductor couple with both voltmeter leads at one temperature, the leads cancel and the wire alone contributes. For end temperatures $T_0\pm\Delta T_a/2$, and with the sign that makes a positive $S$ give a positive emf,

$$\frac{\rm emf}{\Delta T_a}=\frac1{\Delta T_a}\int_{-\Delta T_a/2}^{\Delta T_a/2}\!\Big[S+S'y+\tfrac12S''y^2\Big]dy=S(T_0)+\frac{S''(T_0)\Delta T_a^2}{24}.\tag{5}$$

Both ends must lie below the transition. Above it the reference has an unknown $S$ of its own, and (1) takes over.

## From midpoint temperatures to the Thomson coefficient

### Leading order

Let $\ell$ be the wire length, $s$ run from $-\tfrac12$ (cold) to $\tfrac12$ (hot), and $j=J\ell/\kappa$. Multiplying (4) by $\ell^2/\kappa$ and using $\rho\kappa=L_0T$ gives

$$T_{ss}+L_0j^2T-j\mu T_s=0.\tag{6}$$

Without current, $T=T_m+\Delta T\,s$. The voltage computed from the low-current resistance is $V=j\int\rho\kappa\,ds=L_0jT_m$.

A source $f(s)$ produces a deviation obeying $\theta_{ss}=-f$ with $\theta(\pm\tfrac12)=0$. The midpoint response is

$$\theta(0)=\tfrac18\langle f\rangle,\qquad \langle f\rangle=\int_{-1/2}^{1/2}w f\,ds,\qquad w=2-4|s| .$$

The function $w/8$ vanishes at the ends, and its slope falls by 1 at the centre, as a unit point source requires. Also $\int w\,ds=1$. The leading Joule and Thomson sources are $L_0j^2T_m$ and $-j\mu\Delta T$, so

$$e=\frac{L_0j^2T_m}{8}=\frac{V^2}{8L_0T_m},\qquad o=-\frac{j\mu\Delta T}{8}=-\frac{e\mu\Delta T}{V}.\tag{7}$$

Thus $\mu_{\rm raw}=-(V/\Delta T)(o/e)$. Conductivity and wire dimensions have cancelled, as has the slope of the midpoint thermometer.

### Finite heating and finite span

The Thomson source samples the heated profile. Define $M$ by $dM/dT=\mu$, so that $\mu T_s=dM/ds$. Since $w$ vanishes at the ends and has slope $+4$ on the left and $-4$ on the right, integration by parts gives

$$\langle\mu T_s\rangle=4\int_0^{1/2}[M(s)-M(-s)]\,ds .\tag{8}$$

Three corrections follow.

First, along the unheated profile $\langle s^2\rangle=2\int_0^{1/2}(2s^2-4s^3)ds=1/24$. The mean of $\mu(T_m+\Delta Ts)$ is therefore $\mu+\mu''\Delta T^2/48$.

Second, uniform Joule heat adds $\theta_e=e(1-4s^2)$. The change of $M$ is $(\mu+\mu'\Delta Ts)\theta_e$, and only its part odd in $s$ survives in (8):

$$8\mu'\Delta T\,e\int_0^{1/2}(s-4s^3)ds=\tfrac12\mu'e\,\Delta T .$$

Third, $\rho$ is larger in the warmer half. The extra source $(8e/T_m)\Delta Ts$ produces

$$\theta_a=\frac{8e\Delta T}{T_m}\left(\frac s{24}-\frac{s^3}{6}\right),$$

which satisfies $\theta_{a,ss}=-(8e/T_m)\Delta Ts$ and vanishes at both ends. It steepens the gradient at the centre, where $w$ is largest. Its contribution to (8) is

$$8\mu\,\frac{8e\Delta T}{T_m}\left(\frac1{192}-\frac1{384}\right)=\mu\Delta T\,\frac{e}{6T_m}.$$

The Joule source also responds to the symmetric heating itself. This amplifies $o$ and $e$ by the same factor, because both have uniform leading sources and obey the same linear operator. Dividing by $\Delta T$ gives

$$\mu_{\rm raw}=\mu\left(1+\frac e{6T_m}\right)+\frac{\mu'e}{2}+\frac{\mu''\Delta T^2}{48}.\tag{9}$$

Second-order terms in the heating and in the Thomson source have been dropped. Equation (2) removes the steepening. Assigning the result to $T_m+e/2$ removes the $\mu'$ term, and the last term remains as a bias.

These terms were tested at 100 K on a simulated wire: energy conservation was solved with $S(T)$ as input, and $\mu$ was never supplied.

- For $\Delta T=0.2$ K and $e=0.05$ K, the steepening fraction was $8.26\times10^{-5}$, against $8.33\times10^{-5}$ from $e/(6T)$.
- For $\Delta T=1$ K and $e=0.2$ K, the temperature shift was $0.492\,e$, against $0.5\,e$.
- For $\Delta T=10$ K and $e=0.01$ K, the span bias was 0.0096 µV/K, as predicted.

## Algorithm

1. Measure the couple at $T_0$ and set $\hat S_0={\rm emf}/\Delta T_a$.
2. Choose nodes $T_i=T_0+ih$. At each, centre the end temperatures on $T_i-e/2$, using the intended rise $e$.
3. Read the midpoint at $+I$, $-I$ and zero current: $T_+,T_-,T_z$. Form $o=(T_+-T_-)/2$ and $e=(T_++T_-)/2-T_z$.
4. Compute $\mu_i$ from (2), with $T_z$ in the correction factor.
5. Accumulate
$$\hat S_i=\hat S_{i-1}+\frac h2\left(\frac{\mu_{i-1}}{T_{i-1}}+\frac{\mu_i}{T_i}\right).\tag{10}$$
6. Propagate the errors below, keeping common errors separate from independent ones.

For the quadrature bias, expand $f=\mu/T=S'$ about the centre of one interval. The trapezoid gives $h(f+f''h^2/8)$ and the integral gives $h(f+f''h^2/24)$; their difference is $h^3f''/12$. Summing over intervals yields

$$b_{\rm trap}=\frac{h^2}{12}\,[S''(T)-S''(T_0)] .\tag{11}$$

The span bias of $\mu$ adds $\int\mu''\Delta T^2/(48T)\,dT$, and (5) adds $S''(T_0)\Delta T_a^2/24$. At fixed heating, these biases fall as the squares of $h$, $\Delta T$ and $\Delta T_a$.

## Error propagation

### Independent reading noise

Let each midpoint reading have standard deviation $\sigma_r$. Then $\sigma_o=\sigma_r/\sqrt2$. Noise in $e$ is negligible here because $o\ll e$. From (7), $V^2=8L_0Te$, so

$$\sigma_\mu^2=\frac{V^2\sigma_o^2}{e^2\Delta T^2}=CT,\qquad C=\frac{8L_0\sigma_o^2}{e\,\Delta T^2}.\tag{12}$$

In (10) an interior value has weight $h/T_i$ and an end value half of that. Hence

$$u_{\rm noise}^2=Ch^2\left[\sum_{\rm interior}\frac1{T_i}+\frac14\left(\frac1{T_0}+\frac1T\right)\right].$$

The trapezoid rule for $\int dT/T$ gives $h\sum_{\rm interior}1/T_i\simeq\ln(T/T_0)-\tfrac h2(1/T_0+1/T)$. Therefore

$$u_{\rm noise}^2=Ch\left[\ln\frac T{T_0}-\frac h4\left(\frac1{T_0}+\frac1T\right)\right].\tag{13}$$

For $h\ll T-T_0\ll T_0$ the variance grows nearly as $(T-T_0)/T_0$; farther away it grows logarithmically. With $e$, $\Delta T$ and the noise per reading held fixed, denser nodes reduce it in proportion to $h$.

The errors form a random walk. For $T_a<T_b$, the error at $T_b$ contains the error at $T_a$ plus nearly independent later increments; only the node $T_a$ is shared. The covariance is then nearly the variance at $T_a$, and the correlation is

$$r(T_a,T_b)\simeq\sqrt{\frac{\ln(T_a/T_0)}{\ln(T_b/T_0)}} .\tag{14}$$

As far as reading noise is concerned, a difference between two points of the scale is thus better known than independent error bars would suggest.

### Common gain error

If every $\mu_i$ carries the factor $1+g$, (1) gives

$$\delta S=g\,[S(T)-S(T_0)] .\tag{15}$$

More nodes do not reduce this error. It depends on the change of $S$ since the anchor, so it does not vanish where $S$ itself crosses zero.

### Temperature-scale error

Let a reading $\theta$ correspond to the true temperature $T=\theta+\delta(\theta)$, with one scale shared by all thermometers. The ratio $o/e$ is unaffected, but the true end difference is $(1+\delta')$ times the reading. The inferred coefficient is therefore $\mu(T)(1+\delta')$. Since $dT=(1+\delta')d\theta$, the inferred scale is

$$\hat S(\theta)=S(T(\theta_0))[1+\delta'(\theta_0)]+\int\frac{\mu(T)}{\theta'}\,dT .$$

Subtract the true $S(T(\theta))=S(T(\theta_0))+\int\mu\,dT/T$, using $1/\theta'-1/T\simeq\delta/\theta'^2$. Then add $S(T(\theta))-S(\theta)\simeq S'\delta$:

$$\delta S=S'(\theta)\delta(\theta)+\int_{\theta_0}^{\theta}\frac{\mu\,\delta}{\theta'^2}d\theta'+S(\theta_0)\delta'(\theta_0).\tag{16}$$

A proportional error $\delta=a\theta$ checks this: the terms add to $a\mu+a[S(\theta)-S(\theta_0)]+aS(\theta_0)=a(\mu+S)$. Direct rescaling gives $\hat S(\theta)=(1+a)S((1+a)\theta)$, whose first-order change is the same.

An anchor error shifts the whole scale by a constant, $u_{\rm anchor}=u_{\rm emf}/\Delta T_a$.

## Worked example: 80 K to 300 K

The model wire has

$$S=-0.025\,T+13\,\frac{(T/55)^3}{1+(T/55)^4},$$

with $T$ in K and $S$ in µV/K: a diffusion term and a phonon-drag hump. The settings are $h=5$ K (45 nodes), $\Delta T=10$ K, an intended Joule rise of 1 K, $\Delta T_a=4$ K and $\sigma_r=0.1$ mK. The wire is 50 mm long and 0.5 mm thick, with $\kappa=72$ W/(m K).

At the 300 K node a current of 0.296 A gives $V=7.651$ mV, $e=1.0028$ K and $o=12.944$ mK. Hence

$$\mu_{\rm raw}=-\frac{7.651\times10^{-3}}{10}\,\frac{0.012944}{1.0028}\ {\rm V/K}=-9.876\ \text{µV/K}.$$

Division by $1+1.0028/(6\times299.5)=1.00056$ gives $-9.870$ µV/K, which agrees with $T\,dS/dT$. The sign is as expected: a negative $\mu$ releases heat for positive current, so $o>0$.

The scale starts at 5.304 µV/K and ends at $-5.111$ µV/K; the true model value at 300 K is $-5.119$ µV/K. The predicted biases are $-0.0016$ (anchor span), $+0.0050$ (trapezoid) and $+0.0050$ µV/K (Thomson span). Their sum, 0.0084 µV/K, compares with 0.0085 µV/K in the noise-free simulation. It is about as large as the random error, so it should be corrected using smoothed derivatives of the data, or reduced through $h$ and $\Delta T$. A smaller $\Delta T$ raises the noise as $1/\Delta T$.

For the noise, (12) gives $\sigma_\mu=0.054$ µV/K at 300 K. The bracket in (13) is $1.322-0.020=1.302$, and $u_{\rm noise}=0.0080$ µV/K. Simulating 20,000 sets of noisy readings gave the same value. The correlation between 150 K and 300 K was 0.694, against 0.690 from (14).

The chosen gain uncertainty of 0.5 % gives

$$u_{\rm gain}=0.005\times|-5.119-5.305|=0.052\ \text{µV/K}.$$

The scale error is $\delta=0.1\,{\rm K}\,(\theta/300\,{\rm K})^2$, its amplitude counted as one standard deviation. In (16) the first term is $-9.87\times0.1/300=-0.0033$ µV/K, the anchor term is $+0.0009$ µV/K, and the integral supplies about $-0.0020$ µV/K. The total is $-0.0044$ µV/K; the full simulation agrees to within 1 %. Anchor noise of 0.04 µV over 4 K gives 0.010 µV/K. In quadrature,

$$u(S)=\sqrt{0.0080^2+0.052^2+0.0044^2+0.010^2}=0.054\ \text{µV/K},$$

about 1.1 % of $|S(300\,{\rm K})|$. Random trials combining all four sources gave 0.054 µV/K as well.

Removing all reading noise would lower this total by only about 1 %. The gain error would have to fall to 0.077 % to equal the noise. One way to find $g$ is to compare a Thomson integral with two superconducting-couple values below the transition, provided that $g$ is the same there. A fractional error of the end-temperature difference that is common to the couples and the Thomson data cancels in this comparison and stays hidden. If the integral's noise is negligible, the uncertainty of $g$ is $\sqrt2\,u_{\rm anchor}/|\Delta S|$. Reaching 0.5 % with the present anchor noise therefore requires at least $|\Delta S|=2.8$ µV/K between the two points. The systematic biases must be removed first, because $S$ curves strongly on the phonon-drag hump. In the model, between 30 K and 80 K ($\Delta S=4.1$ µV/K) and with the settings above, the uncorrected biases of the procedure mimic a gain error of about $-1$ %. The integral's noise there is 0.007 µV/K, against 0.014 µV/K from the two couple values.

## Side loss, conductivity slope and the real wire

Let the wire radiate to a shield at $T_m$, with emissivity $\varepsilon$ and Stefan–Boltzmann constant $\sigma$. The linearized coefficient is $h_r=4\varepsilon\sigma T^3$. Dividing the loss per length, $\pi dh_r(T-T_m)$, by $\kappa\pi d^2/4$ and multiplying by $\ell^2$ adds $-m^2(T-T_m)$ to (6), with $m^2=4h_r\ell^2/(\kappa d)$. This has the form of the source that produced $\theta_a$, with $8e/T_m$ replaced by $-m^2$. The fraction $e/(6T_m)=(8e/T_m)/48$ becomes $-m^2/48$. The common damping of $o$ and $e$ cancels to this order.

For $\varepsilon=0.1$, $m^2=0.170$ at 300 K, and $\mu$ is reduced in magnitude by about 0.35 % to leading order. Integrated from 80 K, this raises $S(300\,{\rm K})$ by 0.010 µV/K, in the simulation and in the formula. A shorter or thicker wire reduces $m^2$.

The end temperatures must also stay fixed when the current reverses. With leads of negligible thermopower, the Peltier heat $|STI|$ at an end is about 0.45 mW at 300 K. If one end alone has a thermal resistance of 1 K/W to its bath, its temperature changes by about $\pm0.45$ mK and the midpoint by half of that. This alters $o$ by nearly 2 %, more than the gain uncertainty assumed above. With equal resistances at both ends the two shifts nearly cancel. The reversing heat that reaches the two ends together, Thomson heat included, must equal the reversing electrical power $IS\Delta T$. This is only about 15 µW in magnitude here and alters $o$ by about 0.06 %. The same resistances also carry the Joule heat, which does not reverse. Half of $IV$, about 1.1 mW, leaves through each end and warms it by 1.1 mK, so $e$ grows by 0.11 %. With equal resistances of 1 K/W the two effects together make $|\mu|$ at 300 K about 0.17 % too small. In a real mount the end temperatures should therefore be read at each current, and the mean of their changes subtracted from the midpoint change. The extra readings add noise: if each end is read with the same independent $\sigma_r$ as the midpoint, $u_{\rm noise}$ rises by the factor $\sqrt{1.5}$, here to 0.0098 µV/K.

Now let $\kappa=\kappa_m[1+\beta(T-T_m)]$, with $\rho\kappa_m=L_0T$ retained. Put $\tau=T-T_m$, and let $\tau_0$ be the solution for $\beta=0$ with the same sources. Since $(1+\beta\tau)\tau_s=\partial_s(\tau+\beta\tau^2/2)$, the boundary values require

$$\tau\simeq\tau_0+\frac{\beta\Delta T^2}{8}-\frac{\beta\tau_0^2}{2}.$$

At the midpoint $\tau_0=e\pm o$, so $o$ changes by the fraction $-\beta e$ and $e$ by $-\beta e/2$; their ratio changes by $-\beta e/2$. Inside the wire the cross term $-\beta\Delta Ts\,\theta_e$ changes the gradient and, through (8), contributes another $-\beta e/2$. The current-free profile shifts by $(\beta\Delta T^2/8)(1-4s^2)$, which acts like $\theta_e$ in the $\mu'$ term. Together,

$$\delta\mu=-\beta e\mu+\frac{\beta\Delta T^2\mu'}{16}.\tag{17}$$

The profile shift also changes the Joule source by the fraction $5\beta\Delta T^2/(48T_m)$ and the measured $V$ by $4\beta\Delta T^2/(48T_m)$, because the averages of $1-4s^2$ are $5/6$ with weight $w$ and $2/3$ without it. A further $-\beta\Delta T^2\mu/(48T_m)$ therefore belongs in (17).

For $\beta=-5\times10^{-4}$ K⁻¹, dividing (17) as displayed by $T$ and integrating from 80 K gives a shift of $S(300\,{\rm K})$ by $-0.0051$ µV/K; the simulation gives $-0.0054$ µV/K. The simulation kept $V$ at its linear-profile value, so its extra term has the factor 5/48 instead of 1/48. With a rough average $\mu$ of $-7.5$ µV/K this amounts to $-0.0004$ µV/K, which accounts for the difference.

The parameters lie in the rough regime of pure platinum, whose room-temperature thermopower is roughly $-5$ µV/K and whose resistivity is roughly $10^{-7}$ Ω m; the model gives $L_0T/\kappa=1.0\times10^{-7}$ Ω m. The anchor corresponds to a cuprate with a transition near 90 K, above the 82 K hot end of the couple. The constant $\beta$ used above is only an average: in platinum the conductivity slope is several times larger in magnitude near 80 K and nearly zero at room temperature. A real metal also departs from $\rho\propto T$ at low temperature. The raw ratio does not use $L_0$, but the steepening correction then becomes $e\rho'/(6\rho)$. If $\rho'/\rho$ exceeded $1/T$ by half throughout the range, the part of the steepening correction missing from (2) would shift $S(300\,{\rm K})$ by about $-0.006$ µV/K, again taking $\mu\approx-7.5$ µV/K. A curved $\rho(T)$ changes $\mu_{\rm raw}$ by a further fraction $\rho''\Delta T^2/(48\rho)$, because $V$ averages $s^2$ to $1/12$ while $e$ averages it to $1/24$. For $\rho\propto T^{3/2}$ this adds about $-0.001$ µV/K. The total is well below the gain uncertainty, but it would matter once the gain had been calibrated to 0.1 %. The numerical output lists the scale at intermediate temperatures.

## Values computed for the example and the checks

```
Lorenz number L0 = 2.4430e-08 V^2/K^2
model: diffusion slope 0.025 uV/K^2, drag 13.0 uV/K, drag temperature 55.0 K
anchor 80.0 K, end 300.0 K, step 5.0 K, nodes 45
end difference 10.0 K, Joule rise 1.0 K, anchor 4.0 K
wire length 50 mm, diameter 0.5 mm, kappa 72.0 W/(m K), emissivity 0.1
reading noise 0.10 mK, gain error 0.5 %
scale error at 300 K 0.1 K, anchor emf noise 0.040 uV
At the 300 K node:
  current 0.296 A, V 7.651 mV
  even part 1.0028 K
  odd part 12.944 mK
  mu recovered -9.8700, true -9.8699 uV/K
  noise of one mu value 0.0541 uV/K
T(K)  mu_rec  S_true  S_rec  u_noise  u_total (uV/K)
  80  -3.9452   5.3054   5.3039  0.0000  0.0100
 100  -6.8442   4.0506   4.0575  0.0031  0.0122
 150  -8.0993   0.9320   0.9411  0.0054  0.0247
 200  -8.4740  -1.4453  -1.4366  0.0066  0.0359
 250  -9.0768  -3.3967  -3.3881  0.0074  0.0454
 300  -9.8700  -5.1194  -5.1109  0.0080  0.0538
Tests at 100 K:
  mu small-signal / (T dS/dT) = 0.999992
  steepening fraction 8.262e-05, formula 8.333e-05
  temperature shift / Joule rise = 0.4922
  span bias 0.00963, formula 0.00960 uV/K
Biases of S(300 K), uV/K:
  anchor span -0.00156, trapezoid 0.00497
  Thomson span 0.00498, sum 0.00840
  simulated total 0.00845
Uncertainties of S(300 K), uV/K:
  noise: law 0.00798, trials 0.00798
  gain 0.05212, anchor 0.01000
  scale: chain -0.00435, formula -0.00437
  total: quadrature 0.05385, trials 0.05406
  gain share of variance 93.7 %
  relative total 1.05 %
gain error equal to noise: 0.077 %
correlation S(150),S(300): law 0.690, trials 0.694
Neglected effects on S(300 K), uV/K:
  loss number m^2 at 300 K = 0.1701
  radiation: chain 0.01025, formula 0.01026
  kappa slope -5.0e-04 1/K: chain -0.00543, formula -0.00505
```
